# Quantum capacitance of a two-dimensional electron gas from its compressibility

When a dielectric thickness is extracted from a measured gate capacitance, one must decide what to subtract for the electron gas that forms the second electrode. Adding charge to a gas of independent electrons raises its chemical potential, so the measured capacitance is smaller than that of two ideal metal plates. The simplest correction uses the zero-temperature value for such a gas. Within the independent-electron model, the relative error of that correction depends only on the ratio of the Fermi energy to \(kT\), through a factor derived here in two ways. An estimate of exchange then tests the model itself.

## The quantity that the measurement contains

Hartree atomic units are used: \(e=\hbar=m_e=4\pi\varepsilon_0=1\). All capacitances are per unit area. A metal gate lies a distance \(d\) from a thin electron sheet of number density \(n\), in a medium of dielectric constant \(\kappa\). The gate carries charge density \(+n\) and the sheet \(-n\). The field between them is \(4\pi n/\kappa\), the potential drop is \(4\pi nd/\kappa\), and the geometric capacitance is therefore

\[
C_g=\frac{\kappa}{4\pi d}.
\]

Let \(f(n,T)\) be the Helmholtz free energy per area of the gas, with one-electron energies measured from the band bottom at the local electrostatic potential. The average electrostatic energy is then counted once, as \(n^2/(2C_g)\). With a source at voltage \(V\), and a constant work-function difference absorbed into \(V\), equilibrium minimizes

\[
\omega(n)=\frac{n^2}{2C_g}+f(n,T)-nV .
\]

Setting \(\partial\omega/\partial n=0\) gives

\[
V=\frac{n}{C_g}+\mu(n,T),\qquad \mu=\left(\frac{\partial f}{\partial n}\right)_T .
\]

The measured differential capacitance is \(C=dn/dV\). Differentiating the last equation with respect to \(n\) gives

\[
\frac1C=\frac1{C_g}+\frac1{C_q},\qquad
C_q=\left(\frac{\partial n}{\partial\mu}\right)_T .
\]

This assumes that the sheet stays in equilibrium with its contact during the measurement, that the gate is an ideal metal, and that the subband does not change shape with \(n\).

The connection with compressibility follows from the same free energy. For area \(A\) and particle number \(N=nA\), the total is \(F=Af(N/A,T)\). The two-dimensional pressure is

\[
P=-\left(\frac{\partial F}{\partial A}\right)_{N,T}
=-f-A\,\frac{\partial f}{\partial n}\left(-\frac{N}{A^2}\right)
=-f+n\mu .
\]

Hence \(\partial P/\partial n=-\mu+\mu+n\,\partial\mu/\partial n=n\,\partial\mu/\partial n\). The isothermal compressibility \(K_T\) is defined by \(1/K_T=-A(\partial P/\partial A)_{N,T}\). At fixed \(N\), \(dn/dA=-n/A\), so

\[
\frac1{K_T}=n\left(\frac{\partial P}{\partial n}\right)_T
=n^2\left(\frac{\partial\mu}{\partial n}\right)_T,
\qquad C_q=n^2K_T .
\]

At a given density, a gas that is easier to compress is also easier to charge. In ordinary units the right side is multiplied by \(e^2\). Nothing so far requires the electrons to be independent.

## First derivation: the equation of state

Now take independent electrons in one parabolic subband, \(\varepsilon=k^2/(2m)\), with two spin states. In a large periodic box the allowed wavevectors have density \(A/(2\pi)^2\). The number of states per area below energy \(\varepsilon\) is

\[
2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{m\varepsilon}{\pi}.
\]

Its energy derivative, the density of states, is the constant \(D=m/\pi\). At zero temperature the states fill up to \(E_F=n/D=\pi n/m\).

At temperature \(T\), the density is the integral of the Fermi function. With \(x=(\varepsilon-\mu)/kT\),

\[
n=D\,kT\int_{-\mu/kT}^{\infty}\frac{dx}{e^x+1}.
\]

Multiplying numerator and denominator by \(e^{-x}\) shows that the integrand is \(e^{-x}/(1+e^{-x})=-\frac{d}{dx}\ln(1+e^{-x})\). The upper limit contributes zero, and

\[
n=D\,kT\ln\!\left(1+e^{\mu/kT}\right).
\]

Because \(n/(DkT)=E_F/kT\), this can be solved for the chemical potential:

\[
\mu=kT\ln\!\left(e^{E_F/kT}-1\right).
\]

The inverse capacitance is its derivative at fixed \(T\). Using \(dE_F/dn=1/D\),

\[
\frac1{C_q}=\frac{\partial\mu}{\partial n}
=kT\,\frac{e^{E_F/kT}}{e^{E_F/kT}-1}\,\frac{1}{D\,kT}
=\frac1D\,\frac1{1-e^{-E_F/kT}} .
\]

Therefore

\[
\boxed{C_q=D\left(1-e^{-E_F/kT}\right),\qquad D=\frac m\pi .}
\]

In ordinary units the prefactor is \(e^2m/(\pi\hbar^2)\), where \(m\) is now the mass itself and not its ratio to the free-electron mass. It is the density-of-states mass in the plane of the sheet, and one valley is assumed. With \(g_v\) equivalent valleys, as in silicon, \(D\) is multiplied by \(g_v\) and \(E_F=n/D\) falls accordingly.

## Second derivation: number fluctuations

The same derivative can be found without an equation of state. Let the gas exchange electrons with a reservoir at fixed \(\mu\) and \(T\), while the electrostatic potential of the sheet is held fixed. The grand partition function is

\[
Z=\sum_s e^{(\mu N_s-E_s)/kT},
\]

where \(s\) runs over the many-electron states. One derivative gives \(\langle N\rangle=kT\,\partial\ln Z/\partial\mu\). A second gives

\[
\frac{\partial\langle N\rangle}{\partial\mu}
=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT},
\]

so that \(C_q=\mathrm{var}(N)/(A\,kT)\). At a given density and temperature, the more compressible a gas is, the more its particle number fluctuates.

For independent electrons \(Z\) is a product over spin orbitals, so their occupations fluctuate independently and their variances add. Each occupation \(N_i\) is 0 or 1, hence \(N_i^2=N_i\) and its variance is \(f_i-f_i^2\), where \(f_i\) is the Fermi function. Replacing the sum by an integral,

\[
C_q=\frac{D}{kT}\int_0^\infty f(\varepsilon)\,[1-f(\varepsilon)]\,d\varepsilon .
\]

From \(f=1/(e^x+1)\) one finds \(df/dx=-e^x/(e^x+1)^2=-f(1-f)\), or \(f(1-f)=-kT\,df/d\varepsilon\). The integral is then \(kT[f(0)-f(\infty)]=kTf(0)\), and

\[
C_q=D\,f(0)=\frac{D}{1+e^{-\mu/kT}} .
\]

The thermal factor is thus the occupation of the state at the band bottom. Charge is exchanged in an energy window a few \(kT\) wide around \(\mu\). If that window lies well above the band bottom, the constant density of states makes its width irrelevant. The capacitance falls when the window extends below the bottom, where there are no states.

To compare with the first result, use \(e^{\mu/kT}=e^{E_F/kT}-1\):

\[
\frac{1}{1+e^{-\mu/kT}}=\frac{e^{\mu/kT}}{e^{\mu/kT}+1}
=\frac{e^{E_F/kT}-1}{e^{E_F/kT}}=1-e^{-E_F/kT}.
\]

The two expressions agree. The form with \(\mu\) is convenient when the chemical potential is known, and the form with \(E_F\) when the density is known. Replacing \(\mu\) by \(E_F\) in \(D/(1+e^{-\mu/kT})\) would be an error unless \(kT\ll E_F\).

## Cold and dilute limits

For \(kT\ll E_F\), \(C_q\) approaches \(D\), independent of density. At fixed density the relative deficit is \(e^{-E_F/kT}\), with no correction in powers of \(T\).

For \(kT\gg E_F\), write \(y=E_F/kT\) and expand \(1-e^{-y}=y-y^2/2+\cdots\). Since \(Dy=n/kT\),

\[
C_q=\frac{n}{kT}\left(1-\frac{E_F}{2kT}+\cdots\right).
\]

The leading term no longer contains the mass. It is the response of a classical gas, for which \(\mathrm{var}(N)=\langle N\rangle\).

The dilute limit also shows why the compressibility must be the isothermal one. There \(1/K_T=n^2/C_q=nkT\), so \(P=nkT\). In a slow adiabatic compression the occupations stay fixed while every level scales as \(1/A\). The energy \(U\) then scales as \(1/A\), the pressure \(P=-dU/dA=U/A\) scales as \(1/A^2\), and the adiabatic inverse compressibility is \(2P=2nkT\). Using it would halve the dilute quantum capacitance.

## Reading a thickness

Suppose the measured \(C\) is converted to an apparent thickness \(d_{\rm app}=\kappa/(4\pi C)\), as if both electrodes were ideal. The series law gives

\[
d_{\rm app}-d=\frac{\kappa}{4\pi C_q}
=\frac{\kappa}{4m}\,\frac1{1-e^{-E_F/kT}} .
\]

At zero temperature the excess is \(\kappa/(4m)\), where \(\kappa\) belongs to the insulator. In the uniform medium assumed here this is a quarter of the effective Bohr radius \(\kappa/m\); if insulator and channel have different dielectric constants, that identification no longer holds.

Take the round model parameters \(m=0.2\), \(\kappa=10\), \(d=100\) bohr and \(n=5\times10^{-5}\) bohr\(^{-2}\). Then \(D=0.2/\pi=0.06366\), \(E_F=n/D=7.854\times10^{-4}\) hartree and \(C_g=10/(400\pi)=0.007958\). The zero-temperature excess is \(10/0.8=12.5\) bohr, an eighth of the true thickness.

At \(kT=10^{-4}\) hartree, about 32 K, \(E_F/kT=7.854\). The thermal factor is 0.9996, and the zero-temperature correction suffices within this model.

At \(kT=10^{-3}\) hartree, about 316 K, \(E_F/kT=0.7854\) and the factor is \(1-e^{-0.7854}=0.544\). Thus

\[
C_q=0.06366\times0.544=0.0346,
\qquad
\frac1C=\frac1{0.007958}+\frac1{0.03464}\approx154.5 .
\]

The total is \(C=0.00647\), or 1.36 µF/cm², against 1.49 µF/cm² at zero temperature. The excess thickness is \(12.5/0.544=23.0\) bohr. Within the independent-electron model, subtracting the cold value would leave an error of about 10.5 bohr, some 10% of the true thickness.

At \(kT=3\times10^{-3}\) hartree the gas is closer to classical. The leading estimate \(n/kT\) is 0.01667. Its first correction multiplies it by \(1-0.2618/2=0.869\), giving 0.01449, about 1% below the full ideal-gas value 0.01466. The excess thickness has grown to 54 bohr. This last case, at about 950 K, only illustrates the formula. In a device, all three cases require higher subbands to remain empty. In a wide electron layer these can fill already near room temperature, and in a still wider one even in the cold case.

## What each derivation assumes

Both derivations use a constant density of states with a sharp lower edge, one occupied subband and independent electrons. They differ in where independence enters and in what can be changed afterwards.

The first needs a free energy proportional to area at fixed density. Its general part, \(1/C_q=\partial\mu/\partial n\), survives interactions: one replaces \(\mu(n,T)\) by that of the interacting gas, with the average electrostatic part left in \(C_g\). Independence enters only with the Fermi integral for \(n\).

The second needs an open system and uses independence when it adds the orbital variances. It extends directly to another one-electron density of states \(D(\varepsilon)\): at known \(\mu\), \(C_q=\int D(\varepsilon)f(1-f)\,d\varepsilon/kT\). If the density is known instead, \(\mu\) must first be found from \(n(\mu)\). With interactions, the sum of separate variances is no longer justified.

The second derivation also requires care about which fluctuations are meant. If the gate voltage is fixed instead of the sheet potential, the charging energy \(N^2/(2AC_g)\) joins \(E_s\), and \(V\) takes the place of \(\mu\) in \(Z\). The same two derivatives then give \(\mathrm{var}(N)/(A\,kT)=dn/dV=C\), the total capacitance. Charging energy suppresses the fluctuations, so inserting those of the complete device into the formula for \(C_q\) would count the geometry as a property of the gas.

## How far independence can be trusted

The first derivation allows an estimate of the exchange contribution to \(\partial\mu/\partial n\). Consider the unpolarized gas at zero temperature, with Fermi wavevector \(k_F=\sqrt{2\pi n}\). An added electron enters at \(k_F\), so the first-order exchange contribution to \(\mu\) is the exchange energy of that state with the occupied states of the same spin. The interaction \(1/(\kappa r)\) has the two-dimensional Fourier transform \(2\pi/(\kappa q)\), and

\[
\mu_x=-\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\,
\frac{2\pi}{\kappa|\mathbf k_F-\mathbf k'|}.
\]

Use polar coordinates \((s,\theta)\) centred on the point \(\mathbf k_F\), with \(\theta\) measured from the inward normal. The disc extends to \(s=2k_F\cos\theta\), and the factor \(s\) in the area element cancels the denominator:

\[
\mu_x=-\frac1{2\pi\kappa}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=-\frac{2k_F}{\pi\kappa}.
\]

Since \(dk_F/dn=\pi/k_F\),

\[
\frac{\partial\mu_x}{\partial n}=-\frac{2}{\kappa k_F}
=-\frac1\kappa\sqrt{\frac{2}{\pi n}} .
\]

Exchange lowers the energy cost of adding charge and so raises the capacitance. In the example this term is \(-11.3\) hartree bohr², against the ideal \(1/D=15.7\). It is not a small correction.

The gate weakens the interaction through an image charge. For a uniform dielectric, \(1/r\) becomes \(1/r-1/\sqrt{r^2+4d^2}\). Numerical integration with this interaction changes the exchange term only to \(-11.0\), so the gate does not rescue the ideal value here. The inverse quantum capacitance becomes \(15.7-11.0=4.7\), and the total capacitance rises by 8.5% relative to the ideal zero-temperature result. The corresponding excess thickness is \((10/4\pi)\times4.67=3.7\) bohr instead of 12.5 bohr.

These exchange values omit correlation, finite temperature and the thickness of a real layer, which weakens exchange, so they are a measure of the model's uncertainty and not a replacement correction. Without gate screening, the ratio of exchange to ideal terms has magnitude

\[
\frac{m}{\pi\kappa}\sqrt{\frac{2}{\pi n}},
\]

which falls as \(n^{-1/2}\). It reaches one at \(n=2m^2/(\pi^3\kappa^2)\), about \(2.6\times10^{-5}\) bohr\(^{-2}\) for these parameters. Below that density this estimate makes \(1/C_q\) negative, and the total capacitance exceeds \(C_g\). It keeps the gas unpolarized, although the same first-order energy already favours full spin polarization below about \(3.1\times10^{-5}\) bohr\(^{-2}\). Gate screening moves the sign change to a somewhat lower density and cannot be ignored once \(k_Fd\) is small. The screened transform \(2\pi(1-e^{-2qd})/(\kappa q)\) never exceeds \(4\pi d/\kappa\), the gated exchange term is never larger in magnitude than \(1/(2C_g)\), and \(1/C\) stays positive. A negative \(1/C_q\) cannot occur in the independent-electron formula, whose \(C_q\) is a variance divided by a positive quantity.

For thickness extraction, the thermal factor settles which ideal-gas correction belongs to a given density and temperature. The length \(d\) that remains ends at the electron sheet. In a real layer the electrons lie some distance behind the dielectric, and the effect of that distance, which can exceed the correction treated here, must be accounted for separately. It is not enough to subtract the mean distance: what enters \(dV/dn\) is the change with density of the energy of the subband bottom, measured from the potential at the dielectric surface.

At low temperature, an exchange ratio that is not small warns that the ideal-gas correction itself is unreliable. The estimate was not made for the warm cases, so their thermal shifts should not be taken as reliable corrections either. In the cold example, with an ideally thin sheet, exchange alone changes the correction by about 9% of the thickness.

## Values computed for the example and the checks

```
mass m = 0.200 electron masses
dielectric constant kappa = 10.0
gate distance d = 100.0 bohr
sheet density n = 5.000e-05 bohr^-2
density of states D = 0.063662 hartree^-1 bohr^-2
Fermi energy E_F = 7.85398e-04 hartree
geometric C_g = 0.007958 a.u.
geometric C_g = 1.6732 microfarad/cm^2
C_q at T=0 = 0.063662 a.u.
C_q at T=0 = 13.3856 microfarad/cm^2
total C at T=0 = 0.007074 a.u.
total C at T=0 = 1.4873 microfarad/cm^2
excess thickness at T=0 = 12.500 bohr
--- kT = 1.0e-04 hartree (T = 31.6 K)
E_F/kT = 7.8540
chemical potential mu = 7.85359e-04 hartree
thermal factor = 0.99961
C_q = 0.063637 a.u.
C_q = 13.3804 microfarad/cm^2
total C from gate sweep = 0.007073 a.u.
total C = 1.4872 microfarad/cm^2
excess apparent thickness = 12.505 bohr
--- kT = 1.0e-03 hartree (T = 315.8 K)
E_F/kT = 0.7854
chemical potential mu = 1.76706e-04 hartree
thermal factor = 0.54406
C_q = 0.034636 a.u.
C_q = 7.2826 microfarad/cm^2
total C from gate sweep = 0.006471 a.u.
total C = 1.3606 microfarad/cm^2
excess apparent thickness = 22.975 bohr
--- kT = 3.0e-03 hartree (T = 947.3 K)
E_F/kT = 0.2618
chemical potential mu = -3.61927e-03 hartree
thermal factor = 0.23033
C_q = 0.014664 a.u.
C_q = 3.0832 microfarad/cm^2
total C from gate sweep = 0.005158 a.u.
total C = 1.0846 microfarad/cm^2
excess apparent thickness = 54.269 bohr
--- exchange estimate at T=0
ideal dmu/dn = 15.7080 hartree bohr^2
exchange dmu/dn, no gate = -11.2838 hartree bohr^2
exchange dmu/dn, with gate = -11.0408 hartree bohr^2
ratio to ideal, no gate = -0.7184
ratio to ideal, with gate = -0.7029
total C with gated exchange = 0.007673 a.u.
relative change of total C = 0.0847
```
